Surface-diffusion relaxation of a slightly deformed isotropic sphere

**1. Result**

A solid sphere of radius R is slightly deformed, so that its surface is

r(θ,φ,t) = R + ε(t) S(θ,φ),

where S is a real spherical harmonic of degree l. The surface energy γ per area is the same for every orientation, and atoms move along the surface alone. To first order in ε,

ε(t) = ε(0) exp(−σ_l t),

σ_l = B (l−1) l (l+1) (l+2) / R⁴,

B = D_s γ Ω² ν / (kT).

Here D_s is the surface diffusivity, Ω the volume per atom, ν the number of surface atoms per area, T the temperature and k the Boltzmann constant. The rate does not depend on the order m of the harmonic.

Two small quantities are needed: ε/R, and the slope, which is of order lε/R. The wavelength of the deformation, about 2πR/l, must also be long compared with the atomic spacing, so that the surface can be treated as smooth.

**2. Chemical potential of a curved surface**

Let κ be the sum of the two principal curvatures, counted positive for a sphere, for which κ = 2/R. The normal n points out of the solid.

Take a surface patch of area dA with principal radii R₁ and R₂ and move it outward by a small distance h. Its sides grow by the factors 1 + h/R₁ and 1 + h/R₂, so its area becomes

dA (1 + h/R₁)(1 + h/R₂) = dA (1 + κh) + terms of order h².

If h varies from place to place the patch also tilts, but tilt changes the area at second order in the gradient of h. The first-order change of the surface energy is therefore

δE = γ ∫ κ h dA.

Adding one atom near a point means ∫ h dA = Ω, with h concentrated there. The energy rises by γΩκ, and the chemical potential is

μ = μ₀ + γΩκ,

where μ₀ belongs to a flat surface. Elastic energy is left out. Atoms on a bump have a higher μ than atoms in a hollow, and this difference drives the smoothing.

**3. From chemical potential to surface motion**

Near equilibrium, a gradient of μ gives the surface atoms a mean drift velocity −(D_s/kT)∇_s μ, where ∇_s is the gradient along the surface. With ν atoms per area the flux, in atoms per length and time, is

J = −(D_s ν / kT) ∇_s μ.

This defines D_s as the mass-transport diffusivity averaged over all surface atoms. If a few mobile adatoms carry the flux, the product D_s ν equals their density times their own diffusivity.

Where more atoms arrive than leave, the surface advances. Each atom adds a volume Ω, so the outward normal velocity is

v_n = −Ω ∇_s·J.

Inserting J and μ, with constant coefficients, gives

v_n = (D_s ν Ω / kT) ∇_s²(γΩκ) = B ∇_s²κ.

The factor Ω² has two sources: one Ω converts curvature into energy per atom, the other converts atoms into volume.

**4. Curvature of the deformed sphere**

Write u = εS, and let ∇_a and Λ be the gradient and Laplacian on the unit sphere. The surface is the zero level of

F = r − R − u(θ,φ).

Its gradient is

∇F = r̂ − (1/r) ∇_a u.

The two terms are perpendicular, so |∇F| differs from 1 at second order in u. To first order the unit normal is thus n = r̂ − (1/r)∇_a u.

The sum of the curvatures is the divergence of n. The radial part gives ∇·r̂ = 2/r. The tangential part has a divergence obtained by one more angular derivative and one more factor 1/r:

κ = 2/r − Λu/r².

This is evaluated on the surface, at r = R + u. To first order 2/r = 2/R − 2u/R², while the second term is already small and may be taken at r = R:

κ = 2/R − (2u + Λu)/R².

The eigenvalue of Λ follows from the definition of a spherical harmonic: r^l S solves the Laplace equation. Since

∇²(r^l S) = r^(l−2) [l(l+1) S + ΛS] = 0,

we have ΛS = −l(l+1)S. Therefore

κ − 2/R = [l(l+1) − 2] εS/R² = (l−1)(l+2) εS/R²,

because l² + l − 2 = (l−1)(l+2).

The two contributions have opposite signs. Bending of the surface raises the curvature of a bump by l(l+1)εS/R². The larger distance from the centre lowers it by 2εS/R². For l = 1 they cancel.

**5. The relaxation rate**

The surface Laplacian on the deformed surface is Λ/R² plus a correction of order ε. That correction acts on κ. On the constant 2/R it gives zero, and on the rest of κ, itself of order ε, it gives a second-order term. So the Laplacian of the undeformed sphere suffices:

∇_s²κ = (1/R²) Λ [(l−1)(l+2) εS/R²] = −(l−1)l(l+1)(l+2) εS/R⁴.

The normal velocity is the radial velocity times n·r̂, which is 1 up to second order. Hence v_n = (dε/dt) S, and

dε/dt = −B (l−1)l(l+1)(l+2) ε/R⁴ = −σ_l ε.

Integration gives the exponential. The equation is linear, so to first order each amplitude in a sum of harmonics decays at its own rate. For a rapidly decaying harmonic this need not hold at late times, even if the total deformation is small. The square of an l = 2 part, for example, feeds l = 4 at second order. This source decays at the rate 2σ₂ = 48B/R⁴, much more slowly than σ₄ = 360B/R⁴, so a small l = 4 remainder ends up following the square of the l = 2 amplitude.

**6. Degrees zero and one**

For l = 1 the rate vanishes because the deformation is a displacement. A sphere of radius R shifted by d along the z axis has the surface

r = d cosθ + √(R² − d² sin²θ) = R + d cosθ + terms of order d².

Its curvature is still uniform, so nothing flows.

For l = 0 the sphere has a slightly different radius, and again κ is uniform. This amplitude is fixed by volume. Let the mean radius be R + c when a harmonic with l ≥ 1 is present. Then, to second order,

V = (1/3)∫ r³ dω = 4πR³/3 + 4πR²c + Rε²N,  N = ∫ S² dω,

where dω is the element of solid angle and ∫ S dω = 0. Keeping V = 4πR³/3 requires

c = −ε²N/(4πR).

The mean radius thus changes at second order, which does not affect the linear rate.

**7. The same rate from the energy balance**

The surface area is

A = ∫ r² √(1 + |∇_a u|²/r²) dω ≈ ∫ (r² + ½|∇_a u|²) dω.

With r = R + c + εS, the first part is

4πR² + 8πRc + ε²N = 4πR² − 2ε²N + ε²N = 4πR² − ε²N.

Integration by parts gives ∫|∇_a u|² dω = −∫ uΛu dω = l(l+1)ε²N. The excess energy at fixed volume is therefore

E = γ[½l(l+1) − 1] ε²N = ½γ(l−1)(l+2) ε²N.

It is positive for l ≥ 2, so the sphere is stable against these deformations.

From section 2, the energy changes at the rate γ∫κ v_n dA. With v_n = B∇_s²κ and integration by parts on the closed surface,

dE/dt = γB ∫ κ∇_s²κ dA = −γB ∫ |∇_s κ|² dA.

For any smooth closed shape obeying this law, the energy cannot rise. For the small deformation, the right side is

−γB · l(l+1)/R² · [(l−1)(l+2)ε/R²]² · N R².

The left side is γ(l−1)(l+2)Nε dε/dt. Division by γ(l−1)(l+2)Nε gives dε/dt = −σ_l ε for l ≥ 2, as before. One factor (l−1)(l+2) measures the driving energy; the factor l(l+1) measures how short the diffusion paths are.

**8. Short waves and scaling with size**

On a flat surface with height u = ε cos(qx), the curvature is κ = −d²u/dx² = q²u. A second differentiation gives v_n = −Bq⁴u, so the flat-surface rate is Bq⁴.

For the sphere put L = l + ½. Then l(l+1) = L² − 1/4 and (l−1)(l+2) = L² − 9/4, so

σ_l = (B/R⁴)(L⁴ − 5L²/2 + 9/16).

With q = L/R, the ratio to the flat-surface rate is

σ_l/(Bq⁴) = 1 − 5/(2L²) + 9/(16L⁴).

It is 0.990 for l = 15 but 0.614 for l = 2. The flat law is good for fine ripples and poor for the longest waves.

The factor R⁻⁴ can be found without linearizing. If every length is multiplied by s, then ∇_s²κ falls by s³, while the distance to be moved grows by s. The time for the same change of shape grows by s⁴. This holds for the full law v_n = B∇_s²κ at fixed B.

The factors for l = 2, 3 and 4 are 24, 120 and 360. A particle with several harmonics of similar size soon keeps mainly its l = 2 part. To first order that part is an ellipsoid. Indeed, any l = 2 deformation can be written u = n·Qn, with Q a symmetric traceless matrix and n here the radial direction. The ellipsoid x·(1 − 2Q/R)x = R² has r = R + n·Qn to first order.

**9. Worked example: a small iron particle**

Consider a clean, free iron particle with R = 100 nm at 1100 K, where iron has its bcc structure. The inputs are rough typical values: γ = 2.0 J/m², Ω = 0.012 nm³ and D_s = 1.0×10⁻⁷ cm²/s. The surface density is estimated as ν = Ω^(−2/3) = 19.1 nm⁻², which corresponds to an atomic spacing of about 0.23 nm.

The thermal energy is 94.8 meV. The product γΩ is 150 meV nm, so

γΩ/(kT) = 150/94.8 = 1.58 nm.

In nanometre units D_s is 10⁷ nm²/s, and

B = 10⁷ × 0.012 × 19.1 × 1.58 = 3.62×10⁶ nm⁴/s.

With R⁴ = 10⁸ nm⁴, the slowest rate is

σ₂ = 24 × 3.62×10⁶/10⁸ = 0.87 s⁻¹.

Let the deformation be ε P_l(cosθ), with P_l a Legendre polynomial and ε = 5 nm at the start. Treating each degree separately gives:

l = 2: rate 0.87 s⁻¹, 1/e time 1.2 s, amplitude 3.2 nm after 0.5 s.

l = 3: rate 4.3 s⁻¹, 1/e time 0.23 s, amplitude 0.57 nm after 0.5 s.

l = 4: rate 13 s⁻¹, 1/e time 0.077 s, amplitude 0.007 nm after 0.5 s.

The last amplitude is far below the atomic spacing and should not be read as a smooth wave of that height. It is also only the first-order value. If an l = 2 part of 5 nm is present as well, the second-order coupling mentioned in section 5 leaves an l = 4 part of some hundredths of a nanometre, which is still below the atomic spacing.

With material and temperature held fixed, the 1/e time for l = 2 is 0.072 s at R = 50 nm and 18 s at R = 200 nm. Each doubling of the radius costs a factor of 16.

The energies behind this motion are small per atom. The whole sphere has its chemical potential raised by 2γΩ/R = 3.0 meV, which drives no flow. The l = 2 deformation adds, at the pole,

4γΩε/R² = 4 × 150 × 5/10⁴ = 0.30 meV.

This is the first-order value. The full curvature at the pole of the elongated shape with ε = 5 nm gives 0.27 meV.

The total excess energy is nevertheless large compared with kT. For P₂, N = 4π/5, and E = 2γε²N = 1.6×10³ eV.

**10. Finite amplitude**

The linear law treats outward and inward deformation alike. At second order this symmetry is lost for l = 2, because

P₂² = (18/35)P₄ + (2/7)P₂ + 1/5

contains P₂ itself. Quadratic terms in the equation of motion can therefore change the P₂ rate by a fraction proportional to ε/R, which changes sign when ε does. The results below show that the elongated shape relaxes more slowly than the linear law predicts and the flattened one faster.

To find the size, the full law v_n = B∇_s²κ was integrated numerically for axisymmetric shapes of fixed volume. The radius was represented by a polynomial in cosθ through 16 Gauss–Legendre points and advanced with an implicit Runge–Kutta method. The time for the P₂ amplitude to fall to 1/e, in units of 1/σ₂, is

1.042 for ε = +5 nm (elongated),

0.961 for ε = −5 nm (flattened).

For ε = 0.001R, computed with 12 points, the result is 1.0008. For a pure P₂ start the linear time is thus wrong by about 4 % in the example, and this error shrinks roughly in proportion to the amplitude. When several harmonics of this size are present together, they couple and the deviations are larger: starting from 5 nm each of P₂, P₃ and P₄, the full law leaves about 3.6 nm of P₂ and 0.7 nm of P₃ after 0.5 s, against the linear values 3.2 nm and 0.57 nm.

**11. Other paths for the atoms**

*Bulk diffusion.* Atoms can also move through the interior, with diffusivity D_v. If vacancies adjust much faster than the shape, μ inside solves the Laplace equation. Its varying part is then the surface value times (r/R)^l, whose radial slope at the surface is l/R times that value. The bulk flux is −(D_v/ΩkT)∇μ, and multiplying its radial component by Ω gives the surface velocity. The resulting decay rate is

σ_bulk = D_v γΩ l(l−1)(l+2)/(kT R³).

Dividing by σ_l gives

σ_bulk/σ_l = D_v R / [D_s Ων (l+1)].

For a rough D_v = 10⁻¹¹ cm²/s and l = 2 this is

10⁻⁴ × 100/(0.229 × 3) = 0.015.

Bulk diffusion adds about 1.5 %. The ratio of the two rates grows in proportion to R, and with these inputs the two paths would be equal at a radius of about 7000 nm.

*Evaporation.* A vapour of pressure p and atomic mass m strikes the surface with p/√(2πmkT) atoms per area and time. Suppose that every atom sticks and that the vapour is closed in and in equilibrium with the mean surface. A bump with excess potential δμ then loses a net fraction δμ/kT of this flux, which gives the rate

σ_vap = [p/√(2πmkT)] Ω²γ(l−1)(l+2)/(kT R²).

Take m = 55.8 u and p = 3×10⁻⁹ Torr, which is about three times the tabulated vapour pressure of iron at 1100 K and so gives upper estimates. The rate is then about 4×10⁻⁸ of σ₂. In open vacuum the whole surface would recede at Ωp/√(2πmkT) = 5×10⁻⁵ nm/s, negligible over the few seconds considered.

*Adatom density.* If dilute adatoms carry the flux, their density on the sphere exceeds that on a flat surface by the factor exp(2γΩ/RkT) = exp(0.032). If D_s was defined for a flat surface, all rates rise by about 3 %.

**12. Orientation-dependent surface energy**

A crystal's γ depends on the normal n. When the surface moves by h, the normal turns by −∇_s h, and γ changes by −∇_aγ·∇_s h. Integration by parts over a sphere turns this into h Λγ/R. The quantity 2γ/R in the chemical potential is therefore replaced by

(2γ + Λγ)/R.

Take a weak cubic anisotropy

γ = γ₀(1 + aK),  K = n_x⁴ + n_y⁴ + n_z⁴ − 3/5.

K is a harmonic of degree 4, so ΛK = −20K and

2γ + Λγ = 2γ₀(1 − 9aK).

The factor 9 makes a small variation of γ matter. K is 2/5 along [100] and −4/15 along [111], a difference of 2/3. An assumed 2 % spread of γ, relative to γ₀, then means that a has the size 0.03. Its sign is taken as positive for illustration, with γ highest along [100]; the sign for iron is not derived here. The mean stiffness (2γ + Λγ)/2 changes by −10.8 % at [100] and +7.2 % at [111].

The final shape also changes. A deformation u = bK adds γ₀·18bK/R² to the driving term, by the curvature formula with l = 4. Equilibrium requires the varying parts to cancel:

−18aγ₀K/R + 18γ₀bK/R² = 0,  so b = aR.

With a = +0.03 the particle ends 1.2 nm outside the sphere along [100] and 0.8 nm inside it along [111]. With a = −0.03 both displacements change sign. Compared with an initial deformation of 5 nm this is not negligible: the l = 4 component proportional to K relaxes towards a fixed value instead of zero, while the other l = 4 components still vanish in the final shape. The accompanying change of the l = 2 rate is not calculated here.

**13. The model beside a real iron particle**

The largest numerical uncertainty is D_s, which is known here to within a factor of several. At fixed values of the other inputs the decay time varies as 1/D_s. A factor of three either way moves the 1/e time for l = 2 from 1.2 s to about 0.4 s or 3.5 s. This outweighs the few-percent corrections of sections 10 and 11.

A real particle may break the assumptions more strongly. On a flat facet κ is zero and the smooth-surface law does not apply; atoms must attach at steps, and new layers may have to nucleate. Oxide or adsorbed atoms change both γ and D_s, and a supporting substrate adds a contact line and a different final shape. These effects can slow the relaxation by far more than the corrections calculated above, and the present model gives no estimate of that slowing. The times found here describe a clean, free particle with a rough, nearly isotropic surface.
